\section*{Metastable helium polarizabilities from two infrared lines and sum rules}

\section*{Question}

I am trying to reproduce the static dipole polarizabilities 315.6 and 800.3 atomic units of metastable helium, for the states $2\,{}^3S$ and $2\,{}^1S$. Each state has a strong infrared line to the nearest $P$ state, at 1083 nm for the triplet and 2058 nm for the singlet. With oscillator strengths $f=0.5391$ and $0.3764$ and the more precise frequencies $\omega=0.042065$ and $0.022131$ atomic units, the expression $f/\omega^2$ gives me about 304.7 and 768.5. Both are too small.

I assume that the other transitions supply the rest. The total oscillator strength is 2, so I tried to bound their contribution by putting all the missing strength at the next line. For the triplet this allows a correction of more than 100, which is useless. Can sum rules do better, and do the quoted values come out if everything is included?

\section*{Answer}

Your line terms are right, but they are not the whole polarizability. The missing part is positive, and two more sum rules confine it to a useful interval. They do not fix its value; for that one needs the full response of the state, obtained here from the complete sum over states.

\subsection*{The line term and the remainder}

I use Hartree atomic units, a fixed point nucleus and the nonrelativistic Hamiltonian
\begin{equation}
H=\frac{p_1^2+p_2^2}{2}-\frac{2}{r_1}-\frac{2}{r_2}+\frac{1}{r_{12}} .
\end{equation}
A static field $F$ along $z$ adds $FZ$, with $Z=z_1+z_2$, because the electron charge is $-1$. The first-order shift of an $S$ state vanishes by parity. Let $n$ run over the $P$ states with $M=0$ and the same spin, continuum included, and let $\omega_n=E_n-E_0$. The second-order energy is
\begin{equation}
E^{(2)}=F^2\sum_n\frac{|\langle n|Z|0\rangle|^2}{E_0-E_n}
=-F^2\sum_n\frac{|\langle n|Z|0\rangle|^2}{\omega_n}.
\end{equation}
Setting this equal to $-\alpha F^2/2$ and defining $f_n=2\omega_n|\langle n|Z|0\rangle|^2$ gives
\begin{equation}
\alpha=2\sum_n\frac{|\langle n|Z|0\rangle|^2}{\omega_n}=\sum_n\frac{f_n}{\omega_n^2}.
\end{equation}
The state $2\,{}^1S$ is not the singlet ground state, but the level below it, $1\,{}^1S$, has the same parity and does not enter. All $P$ states of the right spin lie higher, so every term is positive. Separating the first line,
\begin{equation}
\alpha=\frac{f_1}{\omega_1^2}+R(-2),\qquad
R(k)=\sum_{n\ge2}f_n\omega_n^k .
\end{equation}

For the numbers below I diagonalized $H$ in a basis of polynomials in $r_1,r_2,r_{12}$ times exponentials in $r_1$ and $r_2$, made symmetric in space for the singlet and antisymmetric for the triplet. The $P$ functions carry an additional vector factor $\mathbf r_1$ or $\mathbf r_2$. The line terms are
\begin{align}
2\,{}^3S:\quad &\frac{0.539086}{(0.0420652)^2}=304.66,\\
2\,{}^1S:\quad &\frac{0.376438}{(0.0221308)^2}=768.60 .
\end{align}
The last singlet digits are not converged in this basis: a better converged correlated basis gives $f_1=0.376440$, $\omega_1=0.0221310$ (2058.81 nm) and a line term of 768.59, and lowers $\langle D^2\rangle$ below by about $10^{-4}$; the triplet values do not move at the digits shown. The line terms supply 96.5\% and 96.0\% of the respective full polarizabilities found below. The singlet has the weaker line but the larger polarizability: its $f_1$ is smaller by a factor 0.698, while its $1/\omega_1^2$ is larger by a factor 3.61.

The frequency needs care, since at fixed $f_1$ a small relative error in $\omega_1$ enters the line term twice. The computed singlet wavelength is 2058.82 nm; replacing it by 2058 nm lowers the line term by 0.08\%, or about 0.6.

\subsection*{Three sum rules}

Let $S(k)=\sum_n f_n\omega_n^k$, with the first line included. Also let $\mathbf D=\mathbf r_1+\mathbf r_2$ and $\mathbf P=\mathbf p_1+\mathbf p_2$. Acting on an $S$ state, $Z$ produces only $P$ states of the same spin, so closure gives
\begin{equation}
S(-1)=2\sum_n|\langle n|Z|0\rangle|^2=2\langle Z^2\rangle
=\frac23\langle D^2\rangle .
\end{equation}
The last equality uses the isotropy of the $S$ state.

The potential commutes with $Z$, and $[p_z^2/2,z]=-ip_z$. Hence $[H,Z]=-iP_z$, whose matrix element is
\begin{equation}
\omega_n\langle n|Z|0\rangle=-i\langle n|P_z|0\rangle .
\label{eq:velocity}
\end{equation}
Therefore $\sum_n\omega_n|\langle n|Z|0\rangle|^2=-i\langle ZP_z\rangle$. The left side is real, so it equals the average of the right side and its complex conjugate:
\begin{equation}
S(0)=2\cdot\frac12\left(-i\langle ZP_z\rangle+i\langle P_zZ\rangle\right)
=-i\langle[Z,P_z]\rangle=-i(2i)=2 .
\end{equation}
The commutator is $2i$ because each electron contributes $i$. Finally, squaring Eq.~\eqref{eq:velocity} gives
\begin{equation}
S(1)=2\sum_n\omega_n^2|\langle n|Z|0\rangle|^2
=2\langle P_z^2\rangle=\frac23\langle P^2\rangle .
\end{equation}
Subtracting the known line leaves
\begin{align}
R(-1)&=\frac23\langle D^2\rangle-\frac{f_1}{\omega_1},\\
R(0)&=2-f_1,\\
R(1)&=\frac23\langle P^2\rangle-f_1\omega_1 .
\end{align}

\subsection*{Bounds on the remainder}

For a lower bound, apply the Cauchy--Schwarz inequality to $\sqrt{f_n}/\omega_n$ and $\sqrt{f_n}$:
\begin{equation}
R(-1)^2\le R(-2)R(0),\qquad\text{so}\qquad
R(-2)\ge\frac{R(-1)^2}{R(0)} .
\label{eq:lower}
\end{equation}
Equality requires all remaining strength to sit at one frequency. Knowing $R(1)$ does not raise this bound: a strength $\delta/M$ at frequency $M$ adds $\delta$ to $R(1)$, but its effect on $R(0)$, $R(-1)$ and $R(-2)$ vanishes as $M\to\infty$.

For upper bounds, let $a=\omega_2$, the excitation energy of the next $P$ state. Your estimate was $R(-2)\le R(0)/a^2$. Using $1/\omega_n^2\le1/(a\omega_n)$ instead gives the stronger result $R(-2)\le R(-1)/a$.

The momentum sum rule improves it further. The weights $f_n(\omega_n-a)$ are nonnegative for $n\ge2$, so define
\begin{equation}
T_k=\sum_{n\ge2}f_n(\omega_n-a)\omega_n^k=R(k+1)-aR(k).
\end{equation}
With these weights, Cauchy--Schwarz reads $T_{-1}^2\le T_{-2}T_0$, or
\begin{equation}
[R(0)-aR(-1)]^2\le[R(-1)-aR(-2)]\,[R(1)-aR(0)] .
\end{equation}
The last bracket is positive here. Dividing by it and solving for $R(-2)$,
\begin{equation}
R(-2)\le\frac1a\left\{R(-1)-
\frac{[R(0)-aR(-1)]^2}{R(1)-aR(0)}\right\}.
\label{eq:upper}
\end{equation}
This derivation remains valid if $a$ is any positive number not above $\omega_2$ for which the last bracket is positive.

\subsection*{Numbers for the triplet}

The computed expectation values are $\langle D^2\rangle=22.8111$ and $\langle P^2\rangle=4.36534$, and the next excitation energy is $a=0.117148$. Thus
\begin{align}
R(-1)&=15.2074-12.8155=2.3919,\\
R(0)&=2-0.5391=1.4609,\\
R(1)&=2.9102-0.0227=2.8875 .
\end{align}
The lower bound is $2.3919^2/1.4609=3.92$. For the upper bound, the two brackets are
\begin{align}
R(0)-aR(-1)&=1.4609-0.2802=1.1807,\\
R(1)-aR(0)&=2.8875-0.1711=2.7164,
\end{align}
and therefore
\begin{equation}
R(-2)\le\frac{2.3919-1.1807^2/2.7164}{0.117148}=16.04 .
\end{equation}
Your bound would be 106.5, and the simpler one $R(-1)/a$ gives 20.4.

The value 16.04 cannot be lowered using these data alone. Two lines, one at $a$ and one at $\omega=[R(1)-aR(0)]/[R(0)-aR(-1)]\approx2.301$, with strengths of about 0.217 and 1.244, reproduce the three moments exactly when the unrounded values are used, and they make Eq.~\eqref{eq:upper} an equality. The actual spectrum is different, but the sum rules cannot exclude this one.

\subsection*{Numbers for the singlet}

Here $\langle D^2\rangle=32.0546$, $\langle P^2\rangle=4.31095$ and $a=0.090828$. The moments are
\begin{align}
R(-1)&=21.3698-17.0097=4.3601,\\
R(0)&=2-0.3764=1.6236,\\
R(1)&=2.8740-0.0083=2.8656 ,
\end{align}
where the last digits come from subtraction before rounding. Equations \eqref{eq:lower} and \eqref{eq:upper} give
\begin{equation}
11.71\le R(-2)\le41.90 .
\end{equation}
Adding the line terms yields
\begin{align}
2\,{}^3S:\quad &308.6\le\alpha\le320.7,\\
2\,{}^1S:\quad &780.3\le\alpha\le810.5 .
\end{align}
Each interval extends about 1.9\% either side of its midpoint, and each contains the value you quote. The inequalities are rigorous for exact input; with moments and energies from a finite basis, the endpoints are numerical values without a certified error.

\subsection*{The complete sum}

The same diagonalization gives discrete states above the ionization threshold, which represent the continuum in the sum. Including all computed $P$ states gives
\begin{align}
2\,{}^3S:\quad &\alpha=304.66+10.97=315.6,\\
2\,{}^1S:\quad &\alpha=768.60+31.73=800.3 .
\end{align}
In SI units these are $5.204\times10^{-39}$ and $1.320\times10^{-38}\ \mathrm{C^2\,m^2\,J^{-1}}$. So the quoted values do come out, but the remainder has to be calculated. Relativistic effects and the finite nuclear mass are left out.

\subsection*{Why the interval is not narrower}

In the computed spectra, the strength above $\omega=1$ is about 1 for each state, and it contributes only about 0.3 to $\alpha$. Further digits depend on how the basis represents the continuum. Most of the strength left after the first line is therefore nearly irrelevant to the static response, yet it enters $R(0)$ and weakens the lower bound.

A natural interpretation is that this strength belongs mainly to the inner $1s$ electron. Compare it with an isolated He$^+$ ion. Its total strength is 1, its first excitation energy is $\frac{4}{2}(1-\frac14)=1.5$, and $\langle z^2\rangle=1/4$, so $S(-1)=1/2$. The bounds used above then give
\begin{equation}
\frac{(1/2)^2}{1}=0.25\le\alpha_{\mathrm{He}^+}\le\frac{1/2}{1.5}=0.333 ,
\end{equation}
and the high-frequency contributions of about 0.3 are of this size.

If one models the inner electron as an independent He$^+$ ion, its moments can be subtracted before Eq.~\eqref{eq:lower} is applied to the outer electron. The lower estimates for $R(-2)$ become
\begin{align}
2\,{}^3S:\quad &0.25+\frac{(2.3919-0.5)^2}{1.4609-1}=8.0,\\
2\,{}^1S:\quad &0.25+\frac{(4.3601-0.5)^2}{1.6236-1}=24.1 .
\end{align}
They are closer to 10.97 and 31.73, but they are model estimates, not bounds, because exchange and correlation between the electrons have been neglected in the separation.

\subsection*{How weak the field must be}

Keep only the $S$ state and its nearest $P$ state, with $d=|\langle1|Z|0\rangle|$. The lower eigenvalue of this two-level model shifts by
\begin{equation}
\Delta E=\frac{\omega_1}{2}-\sqrt{\frac{\omega_1^2}{4}+F^2d^2}
=-\frac{F^2d^2}{\omega_1}+\frac{F^4d^4}{\omega_1^3}-\cdots .
\end{equation}
The quadratic law thus requires $Fd\ll\omega_1$. From $d^2=f_1/(2\omega_1)$ one finds $d=2.53$ for the triplet and $2.92$ for the singlet, so in this model $F$ must be small compared with 0.017 and 0.0076, respectively. The small gap that makes the singlet more polarizable also makes its quadratic Stark shift fail at a weaker field in this model.

The model leaves out the $D$ states and the other $S$ states, which enter at fourth order and on balance with the opposite sign. With them the $F^4$ coefficient is about 43\% of $d^4/\omega_1^3$ for the triplet and 70\% for the singlet, and the fields at which the quartic term equals the quadratic one become about 0.026 and 0.009; the ordering of the two states is unchanged. The model also leaves out ionization. For an outer electron with ionization energy $I$ outside a singly charged core, the top of the barrier in the potential $-1/r-Fr$ lies at $-2\sqrt F$. It reaches the unshifted level $-I$ at $F=I^2/4$, which is 0.0077 for the triplet and 0.0053 for the singlet. The Stark shift lowers the level and so raises these fields somewhat; they are estimates of scale. Both are below the two-level scales, so the field should also be well below these values.
